# Landau theory and strain-induced magnetization of altermagnets without spin-orbit coupling: a program that tests the result

```python
# Landau theory of altermagnets without spin-orbit coupling (Rydberg units, moments in mu_B per cell).
# Tested: (i) for each real nontrivial inversion-even 1D irrep Gamma_N of a Laue group, the lowest polynomial
# degree l carrying it (multipole and splitting form factor) and the lowest strain power p in eps^p N.M obey
# p = l/2; (ii) in a two-sublattice d-wave Stoner model: O = (lam/kap) N, M = chiM*Lam*eps*N near Tc,
# N = chiM*Lam*eps*H/A above Tc, dM/deps = P0/(1 - I*chi_par/4) at any T, zero in a gapped state at T -> 0,
# d<V>/dH = -dM/deps, Delta(gk) = char(g) Delta(k), Delta -> c2 (kx^2 - ky^2) near Gamma;
# (iii) site-centred dipoles cancel while the x^2-y^2 spin moments Q of the two sites add, Q proportional to N.
# Symbols: A at (1/2,0), B at (0,1/2); t A-B hopping; ta (tb) hopping of A along x (y), of B along y (x);
# hoppings scale as 1 - beta*dd/d; eps = exx - eyy; V = dH/deps; N = mA - mB, M = mA + mB,
# O = sum_k sigma (cos kx - cos ky) n_k; hN = I N/4, hM = H + I M/4; H = mu_B B; T means k_B T; k in 1/a.
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

rng = np.random.default_rng(1)
Ry_eV = pc['Rydberg constant times hc in eV'][0]
Ry_K = Ry_eV/pc['Boltzmann constant in eV/K'][0]
muB_RyT = pc['Bohr magneton in eV/T'][0]/Ry_eV
close = lambda x, y, rel: abs(x - y) <= rel*abs(y)

# ---------- spin invariants: Haar average over SO(3) ----------
inv = [quad(lambda w: (1 + 2*np.cos(w))**q*(1 - np.cos(w))/np.pi, 0, np.pi)[0] for q in (1, 2)]
assert abs(inv[0]) < 1e-10 and abs(inv[1] - 1) < 1e-10
print(f"SO(3) invariants of one, two spin vectors: {abs(round(inv[0]))}, {round(inv[1])}")

# ---------- Laue groups: characters against explicit projection ----------
def rot(axis, n):
    u = np.array(axis, float); u /= np.linalg.norm(u)
    K = np.array([[0, -u[2], u[1]], [u[2], 0, -u[0]], [-u[1], u[0], 0]])
    return np.eye(3) + np.sin(2*np.pi/n)*K + (1 - np.cos(2*np.pi/n))*K@K

def signed_group(gens, signs):
    key = lambda g: tuple(np.round(g, 6).ravel())
    found = {key(np.eye(3)): (np.eye(3), 1)}; todo = [(np.eye(3), 1)]
    while todo:
        g, c = todo.pop()
        for s, cs in zip(gens, signs):
            kk = key(g@s)
            if kk not in found:
                found[kk] = (g@s, c*cs); todo.append(found[kk])
            elif found[kk][1] != c*cs:
                return None
    return list(found.values())

def mult_characters(G, nmax, strain):
    tot = np.zeros(nmax + 1)
    for g, c in G:
        tr = lambda k: np.trace(np.linalg.matrix_power(g, k))
        ps = [0] + [(tr(k)**2 + tr(2*k))/2 if strain else tr(k) for k in range(1, nmax + 1)]
        h = [1.0]
        for n in range(1, nmax + 1):
            h.append(sum(ps[k]*h[n - k] for k in range(1, n + 1))/n)
        tot += c*np.array(h)
    return list(np.rint(tot/len(G)).astype(int))

unit = lambda x: x/np.linalg.norm(x.reshape(len(x), -1), axis=1).reshape((-1,) + (1,)*(x.ndim - 1))
symm = lambda n: unit((lambda x: x + x.transpose(0, 2, 1))(rng.normal(size=(n, 3, 3))))
Uv, Xv, Us, Xs = unit(rng.normal(size=(70, 3))), unit(rng.normal(size=(90, 3))), symm(70), symm(90)

def mult_projection(G, nmax, strain):
    lin = [(Us.reshape(70, 9)@(g@Xs@g.T).reshape(90, 9).T if strain else Uv@g@Xv.T, c) for g, c in G]
    return [int((np.linalg.svd(sum(c*m**n for m, c in lin)/len(G), compute_uv=False) > 1e-9).sum())
            for n in range(nmax + 1)]

R = {'C2z': rot([0, 0, 1], 2), 'C2x': rot([1, 0, 0], 2), 'C3z': rot([0, 0, 1], 3), 'C4z': rot([0, 0, 1], 4),
     'C6z': rot([0, 0, 1], 6), 'C3d': rot([1, 1, 1], 3)}
laue = {'Ci': [], 'C2h': ['C2z'], 'D2h': ['C2z', 'C2x'], 'C4h': ['C4z'], 'D4h': ['C4z', 'C2x'], 'S6': ['C3z'],
        'D3d': ['C3z', 'C2x'], 'C6h': ['C6z'], 'D6h': ['C6z', 'C2x'], 'Th': ['C2z', 'C3d'], 'Oh': ['C4z', 'C3d']}
print("group(generators) signs:(degree l, multiplicity, strain power p)")
empty = []
for name, gn in laue.items():
    out = []
    for sg in itertools.product((1, -1), repeat=len(gn)):
        G = signed_group([R[x] for x in gn] + [-np.eye(3)], list(sg) + [1]) if -1 in sg else None
        if G is None:
            continue
        mp, ms = mult_characters(G, 6, False), mult_characters(G, 3, True)
        assert mp == mult_projection(G, 6, False) and ms == mult_projection(G, 3, True)
        l, pw = int(np.nonzero(mp)[0][0]), int(np.nonzero(ms)[0][0])
        assert l in (2, 4, 6) and 2*pw == l
        out.append(''.join('+' if s > 0 else '-' for s in sg) + f":({l},{mp[l]},{pw})")
    if out:
        print(f" {name}({','.join(gn)}) " + '  '.join(out))
    else:
        empty.append(name)
print(" no altermagnetic irrep:", ' '.join(empty))

# ---------- model ----------
t, TA, TB, I, beta, a = 0.01, 0.004, 0.001, 0.04, 3.0, 8.0
print(f"t={t} Ry, ta={TA} Ry, tb={TB} Ry, I={I} Ry, beta={beta}, a={a} bohr, n=2 per cell, grid 48x48")

def grid(L):
    k = (np.arange(L) + 0.5)*2*np.pi/L - np.pi
    return [x.ravel() for x in np.meshgrid(k, k, indexing='ij')]

def model(L=48, e=0.0, exy=0.0, iso=0.0, ta=TA, tb=TB):
    kx, ky = grid(L); cx, cy = np.cos(kx), np.cos(ky)
    sx, sy = 1 - beta*(iso + e/2), 1 - beta*(iso - e/2)
    eA, eB = -2*ta*sx*cx - 2*tb*sy*cy, -2*tb*sx*cx - 2*ta*sy*cy
    tx = -2*t*((1 - beta*(iso + exy))*np.cos((kx + ky)/2) + (1 - beta*(iso - exy))*np.cos((kx - ky)/2))
    return dict(e0=(eA + eB)/2, tz=(eA - eB)/2, tx=tx, w=cx - cy,
                v0=beta*(ta + tb)/2*(cx - cy), vz=beta*(ta - tb)/2*(cx + cy))

S = np.array([1, 1, -1, -1])[:, None]; Bn = np.array([1, -1, 1, -1])[:, None]

def obs(p, hN, hM, T, n=2.0):
    dz = p['tz'] - S*hN; r = np.sqrt(p['tx']**2 + dz**2)
    E = p['e0'] - S*hM + Bn*r; tau = Bn*dz/r; nk = E.shape[1]
    mu = brentq(lambda m: expit((m - E)/T).sum()/nk - n, -0.2, 0.2, xtol=1e-16, rtol=1e-14, maxiter=400)
    f = expit((mu - E)/T); fp = -f*(1 - f)/T; V = p['v0'] + p['vz']*tau
    av = lambda x: x.sum()/nk
    return dict(mu=mu, hN=hN, N=av(S*f*tau), M=av(S*f), O=av(S*f*p['w']), V=av(f*V), dn=av(f*tau),
                P0=av(S*fp*V), chi=av(-fp), F=mu*n - T*av(np.logaddexp(0, (mu - E)/T)))

def solve(p, T, h0, H=0.0):
    def res(x):
        o = obs(p, x[0], x[1], T)
        return np.array([x[0] - I*o['N']/4, x[1] - H - I*o['M']/4])
    x = np.array([h0, H]); d = 1e-7
    for _ in range(12):
        J = np.array([(res(x + d*u) - res(x - d*u))/(2*d) for u in np.eye(2)]).T
        step = np.linalg.solve(J, res(x)); x = x - step
        if abs(step).max() < 1e-13:
            break
    assert abs(res(x)).max() < 1e-13
    return obs(p, x[0], x[1], T)

def ordered(p, T):
    h = brentq(lambda h: I*obs(p, h, 0, T)['N']/(4*h) - 1, 1e-7, I/2, xtol=1e-15, rtol=1e-13)
    return obs(p, h, 0, T)

def para(p, T):
    mu = obs(p, 0, 0, T)['mu']; r = np.sqrt(p['tx']**2 + p['tz']**2); nz, nx2 = p['tz']/r, (p['tx']/r)**2
    f = {b: expit((mu - p['e0'] - b*r)/T) for b in (1, -1)}
    f1 = {b: -f[b]*(1 - f[b])/T for b in f}; f2 = {b: f[b]*(1 - f[b])*(1 - 2*f[b])/T**2 for b in f}
    def bub(F, dF, X, Y):
        return -2*np.mean(sum(dF[b]*(X[0] + b*X[1]*nz)*(Y[0] + b*Y[1]*nz) for b in f)
                          + (F[1] - F[-1])/r*X[1]*Y[1]*nx2)
    tz_, w_, one, V_ = (0, 1), (p['w'], 0), (1, 0), (p['v0'], p['vz'])
    c = dict(mu=mu, NN=bub(f, f1, tz_, tz_), NO=bub(f, f1, tz_, w_), OO=bub(f, f1, w_, w_),
             M0=bub(f, f1, one, one), g=bub(f1, f2, V_, tz_))
    K = np.linalg.inv([[c['NN'], c['NO']], [c['NO'], c['OO']]])
    c.update(kap=K[1, 1], lam=-K[0, 1], A0=K[0, 0] - I/4, A=1/c['NN'] - I/4,
             chiM=1/(1/c['M0'] - I/4), Lam=c['g']/(c['NN']*c['M0']))
    return c

p0 = model()
Thi = t
while para(p0, Thi - 0.05*t)['A'] > 0:
    Thi -= 0.05*t
    assert Thi > 0.1*t
Tc = brentq(lambda T: para(p0, T)['A'], Thi - 0.05*t, Thi, xtol=1e-15, rtol=1e-13)
c = para(p0, Tc); assert c['chiM'] > 0
assert close(para(model(72), Tc)['g'], c['g'], 1e-4)
print(f"Tc = {Tc:.6f} Ry = {Tc*Ry_K:.0f} K (mean field); mu(Tc) = {c['mu']:.6f} Ry")
print(f"chi_NN, chi_NO, chi_OO at Tc = {c['NN']:.4f}, {c['NO']:.4f}, {c['OO']:.4f} 1/Ry")
print(f"lam = {c['lam']:.4e} Ry, kap = {c['kap']:.4e} Ry, lam/kap = {c['lam']/c['kap']:.5f}")
print(f"A0(Tc) = {c['A0']:.4e} Ry, lam^2/kap = {c['lam']**2/c['kap']:.4e} Ry")
print(f"chi_M0 = {c['M0']:.4f} 1/Ry, chi_M = {c['chiM']:.3f} 1/Ry")
print(f"g = {c['g']:.4f} 1/Ry, Lam = {c['Lam']:.5e} Ry, chi_M*Lam = {c['chiM']*c['Lam']:.5f}")

# bubbles against finite differences at fixed electron number
dh, de = 1e-4, 2e-3
o = obs(p0, 0, 1e-5*p0['w'], Tc)
assert close(o['O']/1e-5, c['OO'], 1e-4) and close(o['N']/1e-5, c['NO'], 1e-4)
assert close(obs(p0, 1e-5, 0, Tc)['N']/1e-5, c['NN'], 1e-4) and close(obs(p0, 0, 1e-5, Tc)['M']/1e-5, c['M0'], 1e-4)
g_fd = -sum(x*y*z*obs(model(e=x*de), y*dh, z*dh, Tc)['F']
            for x, y, z in itertools.product((1, -1), repeat=3))/(8*de*dh*dh)
assert close(g_fd, c['g'], 2e-3)
print(f"g from finite differences of F = {g_fd:.4f} 1/Ry")

# self-consistent solutions just below Tc, extrapolated linearly to Tc
near = []
for tau in (0.002, 0.001):
    o = ordered(p0, Tc*(1 - tau)); s = solve(model(e=1e-4), Tc*(1 - tau), o['hN'])
    near.append((o['N']**2/tau, o['O']/o['N'], s['M']/(1e-4*s['N']), o))
ex = [2*near[1][i] - near[0][i] for i in range(3)]
assert close(near[0][0], near[1][0], 1e-2)
assert close(ex[1], c['lam']/c['kap'], 3e-3) and close(ex[2], c['chiM']*c['Lam'], 3e-3)
print(f"T->Tc: N^2/(1-T/Tc) = {ex[0]:.4f} muB^2, O/N = {ex[1]:.5f}, M/(eps N) = {ex[2]:.5f}")

# above Tc: strain times field induces N
for tau in (0.025, 0.05):
    ca = para(p0, Tc*(1 + tau)); resp = ca['chiM']*ca['Lam']/ca['A']
    s = solve(model(e=5e-4), Tc*(1 + tau), 0.0, H=1e-5)
    assert close(s['N']/(5e-4*1e-5), resp, 3e-3)
    print(f"T={1+tau:.3f} Tc: A = {ca['A']:.4e} Ry, N/(eps H) = {resp:.1f} 1/Ry")
print(f"10 T: H = {10*muB_RyT:.4e} Ry; T=1.05 Tc, eps=0.01: N = {resp*0.01*10*muB_RyT:.3e} muB")

# exact response below Tc, converse effect, controls
for x in (0.5, 0.9):
    T = x*Tc; o = ordered(p0, T); P = o['P0']/(1 - I*o['chi']/4)
    Pfd = (solve(model(e=1e-4), T, o['hN'])['M'] - solve(model(e=-1e-4), T, o['hN'])['M'])/2e-4
    conv = (solve(p0, T, o['hN'], 1e-5)['V'] - solve(p0, T, o['hN'], -1e-5)['V'])/2e-5
    assert close(Pfd, P, 1e-4) and close(-conv, Pfd, 1e-3)
    print(f"T={x} Tc: hN = {o['hN']:.6f} Ry, N = {o['N']:.5f} muB, O = {o['O']:.5f} muB")
    print(f"  P0 = {o['P0']:.5f} muB, chi_par = {o['chi']:.3f} 1/Ry, 1-I chi/4 = {1-I*o['chi']/4:.4f}")
    print(f"  dM/deps = {P:.5f} muB, finite diff {Pfd:.5f}, -d<V>/dH = {-conv:.5f}")
T9, o9 = T, o
M1 = solve(model(e=0.01), T9, o9['hN'])['M']
print(f"T=0.9 Tc = {T9:.6f} Ry, eps=0.01: M = {M1:.4e} muB; Landau value {c['chiM']*c['Lam']*0.01*o9['N']:.4e} muB")
tm = (TA + TB)/2; oaf = ordered(model(ta=tm, tb=tm), 0.5*Tc)
ctrl = [solve(model(exy=0.01), T9, o9['hN'])['M'], solve(model(iso=0.005), T9, o9['hN'])['M'],
        solve(model(e=0.01, ta=tm, tb=tm), 0.5*Tc, oaf['hN'])['M'], oaf['O']]
assert max(abs(x) for x in ctrl) < 1e-10 and abs(M1) > 1e-5 and oaf['N'] > 0.3
print(f"controls (shear, isotropic, ta=tb={tm} Ry): max |M|,|O| = {max(abs(x) for x in ctrl):.0e} muB")

# ---------- independent Bloch matrix from the hopping list ----------
def h_hops(kx, ky, e=0.0, ta=TA, tb=TB):
    eps = np.diag([e/2, -e/2]); h = np.zeros(np.shape(kx) + (2, 2), complex)
    hops = [(0, 0, (s, 0), ta) for s in (1, -1)] + [(0, 0, (0, s), tb) for s in (1, -1)] \
        + [(1, 1, (s, 0), tb) for s in (1, -1)] + [(1, 1, (0, s), ta) for s in (1, -1)] \
        + [(i, 1 - i, (x/2, y/2), t) for i in (0, 1) for x in (1, -1) for y in (1, -1)]
    for i, j, d, amp in hops:
        d = np.array(d, float)
        h[..., i, j] -= amp*(1 - beta*(d@eps@d)/(d@d))*np.exp(1j*(kx*d[0] + ky*d[1]))
    return h
tauz = np.diag([1.0, -1.0])
split = lambda kx, ky, h, **kw: (np.linalg.eigvalsh(h_hops(kx, ky, **kw) - h*tauz)
                                 - np.linalg.eigvalsh(h_hops(kx, ky, **kw) + h*tauz))
h9 = o9['hN']; kx, ky = rng.uniform(-np.pi, np.pi, (2, 50)); D = split(kx, ky, h9)
assert abs(D).max() > 1e-3 and abs(split(kx, ky, h9, e=0.01, ta=tm, tb=tm)).max() < 1e-14
for x, y in itertools.product((1, -1), repeat=2):
    assert abs(split(x*kx, y*ky, h9) - D).max() < 1e-14 and abs(split(x*ky, y*kx, h9) + D).max() < 1e-14
c2 = h9*(TA - TB)/np.sqrt(16*t*t + h9*h9)
th = np.array([0.0, 0.3, 1.2, 1.5, 2.9])
assert abs(split(0.01*np.cos(th), 0.01*np.sin(th), h9)[:, 0]/(1e-4*np.cos(2*th)*c2) - 1).max() < 1e-3
for h in (0.003, h9, 0.012):
    assert abs(split(np.pi, 0.0, h)[0] - 2*min(h, 2*(TA - TB))) < 1e-14
DX = split(np.pi, 0.0, h9)[0]
print(f"T=0.9 Tc: c2 a^2 = {c2*a*a:.5f} Ry bohr^2; Delta(X) = {DX:.5f} Ry = {DX*Ry_eV*1e3:.1f} meV")

# tilted N: 4x4 diagonalization gives M along N with the collinear size
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]); nv = np.array([1, 2, 2])/3
kx, ky = grid(24); oc = obs(model(24, e=0.01), h9, 0, T9)
H4 = np.einsum('kij,ab->kiajb', h_hops(kx, ky, e=0.01), np.eye(2)).reshape(-1, 4, 4) \
    - h9*np.kron(tauz, np.tensordot(nv, sig, 1))
E4, U4 = np.linalg.eigh(H4); f4 = expit((oc['mu'] - E4)/T9)
Mv = np.array([np.einsum('kin,ij,kjn,kn->', U4.conj(), np.kron(np.eye(2), s), U4, f4).real/len(kx) for s in sig])
assert abs(f4.sum()/len(kx) - 2) < 1e-11 and abs(Mv - oc['M']*nv).max() < 1e-11 and abs(oc['M']) > 1e-6

# ---------- gapped state and doped metal ----------
Tl = 0.02*t; ol = ordered(p0, Tl); sl = solve(model(e=0.01), Tl, ol['hN'])
gx, gy = [x.ravel() for x in np.meshgrid(*[np.linspace(0, np.pi, 41)]*2)]
Eg = np.concatenate([np.linalg.eigvalsh(h_hops(gx, gy) - s*ol['hN']*tauz) for s in (1, -1)])
gap = Eg[:, 1].min() - Eg[:, 0].max()
assert gap > 25*Tl and abs(sl['M']) < 1e-6 and abs(sl['dn']) > 1e-5
print(f"T={Tl} Ry: hN = {ol['hN']:.6f} Ry, N = {ol['N']:.5f} muB, gap = {gap:.5f} Ry")
print(f"  eps=0.01: |M| = {abs(sl['M']):.0e} muB, nA-nB = {sl['dn']:.3e}, Delta(X) = {split(np.pi, 0.0, ol['hN'])[0]:.5f} Ry")
Pm = []
for T in (0.05*t, 0.035*t):
    om = obs(model(200), ol['hN'], 0, T, 2.04)
    fd = (obs(model(200, e=1e-4), ol['hN'], 0, T, 2.04)['M'] - obs(model(200, e=-1e-4), ol['hN'], 0, T, 2.04)['M'])/2e-4
    assert close(fd, om['P0'], 1e-3); Pm.append(fd)
    print(f"n=2.04, rigid hN, T={T:.5f} Ry: P0 = {om['P0']:.4f} muB, chi_par = {om['chi']:.2f} 1/Ry")
assert close(Pm[0], Pm[1], 0.2) and abs(Pm[1]) > 0.02

# ---------- real-space spin density with Loewdin-orthonormalised round orbitals (lengths in a) ----------
# The orbital is an equal-weight sum of normalised 2D Gaussians. With one exponent every orbital product is
# round about the bond midpoint, A-A and B-B bonds sharing a midpoint cancel, and Q vanishes identically;
# with two exponents the cross products keep the bond direction.
Rd = 0.3
pos = np.array([[0.5, 0.0], [0.0, 0.5]]); lat = np.array(list(itertools.product(range(-4, 5), repeat=2)), float)
kk = np.stack([kx, ky], 1)
xg, wg = np.polynomial.legendre.leggauss(16); rr = Rd*(xg + 1)/2; ang = 2*np.pi*np.arange(24)/24
dx, dy = np.outer(rr, np.cos(ang)).ravel(), np.outer(rr, np.sin(ang)).ravel()
wd = np.repeat(wg*Rd/2*rr*2*np.pi/24, 24); nd = len(dx)
cell = np.array(list(itertools.product(np.arange(20)/20, repeat=2)))
pts = np.vstack([np.stack([dx, dy], 1) + pos[0], np.stack([dx, dy], 1) + pos[1], cell])

def basis(expo):
    bloch = []
    for q in pos:
        r2 = ((pts[None] - (lat + q)[:, None])**2).sum(-1)
        bloch.append(np.exp(1j*kk@(lat + q).T)@sum(np.sqrt(2*u/np.pi)*np.exp(-u*r2) for u in expo))
    Sk = np.zeros((len(kx), 2, 2))
    for i, j in itertools.product((0, 1), repeat=2):
        d = lat + pos[j] - pos[i]; d2 = (d**2).sum(1)
        Sk[:, i, j] = np.cos(kk@d.T)@sum(2*np.sqrt(u*v)/(u + v)*np.exp(-u*v*d2/(u + v))
                                         for u in expo for v in expo)
    sv, su = np.linalg.eigh(Sk)
    prod = {(i, j): (bloch[i]*bloch[j].conj()).real for i in (0, 1) for j in (0, 1)}
    return prod, (su*sv[:, None, :]**-0.5)@su.transpose(0, 2, 1)

def moments(bas, h, T, ta=TA, tb=TB):
    prod, Sm = bas
    o = obs(model(24, ta=ta, tb=tb), h, 0, T); dens = []
    for s in (1, -1):
        E, U = np.linalg.eigh(h_hops(kx, ky, ta=ta, tb=tb).real - s*h*tauz)
        Dm = Sm@(U*expit((o['mu'] - E)/T)[:, None, :])@U.transpose(0, 2, 1)@Sm
        dens.append(sum(Dm[:, i, j]@prod[i, j] for i, j in prod)/len(kx))
    m = dens[0] - dens[1]
    assert abs((dens[0] + dens[1])[2*nd:].mean() - 2) < 1e-8 and abs(m[2*nd:].mean()) < 1e-10
    return np.array([[wd@(m[i*nd:(i + 1)*nd]*fn) for fn in (1.0, dx*dx - dy*dy, dx*dy)] for i in (0, 1)]), o['N']

expo = (32.0, 6.4); two = basis(expo)
mm, _ = moments(two, h9, T9)
assert abs(mm[0, 0] + mm[1, 0]) < 1e-11 and abs(mm[0, 1] - mm[1, 1]) < 1e-12
assert abs(mm[0, 1]) > 1e-7
assert abs(mm[:, 2]).max() < 1e-12
assert abs(moments(two, oaf['hN'], 0.5*Tc, tm, tm)[0][:, 1]).max() < 1e-12
qn = [(lambda r: r[0][:, 1].sum()/r[1])(moments(two, z[3]['hN'], Tc)) for z in near]
assert close(qn[0], qn[1], 2e-2)
m1, _ = moments(basis((8.0,)), h9, T9)
assert abs(m1[:, 1]).max() < 1e-12 and abs(m1[0, 0]) > 0.05
print(f"Gaussian exponents = {expo[0]/a**2:.3f}, {expo[1]/a**2:.3f} 1/bohr^2, disc radius = {Rd*a:.2f} bohr, grid 24x24")
print(f"T=0.9 Tc disc dipoles A, B = {mm[0,0]:.5f}, {mm[1,0]:.5f} muB")
print(f"  x^2-y^2 moments A, B = {mm[0,1]*a*a:.4e}, {mm[1,1]*a*a:.4e} muB bohr^2")
print(f"  near Tc: (QA+QB)/N = {qn[1]*a*a:.4e} bohr^2")
print(f"  single Gaussian {8.0/a**2:.3f} 1/bohr^2: max |Q| = {abs(m1[:, 1]).max()*a*a:.0e} muB bohr^2")
print("every check passed")
```

Output:

```
SO(3) invariants of one, two spin vectors: 0, 1
group(generators) signs:(degree l, multiplicity, strain power p)
 C2h(C2z) -:(2,2,1)
 D2h(C2z,C2x) +-:(2,1,1)  -+:(2,1,1)  --:(2,1,1)
 C4h(C4z) -:(2,2,1)
 D4h(C4z,C2x) +-:(4,1,2)  -+:(2,1,1)  --:(2,1,1)
 D3d(C3z,C2x) +-:(4,1,2)
 C6h(C6z) -:(4,2,2)
 D6h(C6z,C2x) +-:(6,1,3)  -+:(4,1,2)  --:(4,1,2)
 Oh(C4z,C3d) -+:(6,1,3)
 no altermagnetic irrep: Ci S6 Th
t=0.01 Ry, ta=0.004 Ry, tb=0.001 Ry, I=0.04 Ry, beta=3.0, a=8.0 bohr, n=2 per cell, grid 48x48
Tc = 0.006539 Ry = 1032 K (mean field); mu(Tc) = 0.003580 Ry
chi_NN, chi_NO, chi_OO at Tc = 100.0000, -5.1181, 78.2350 1/Ry
lam = -6.5640e-04 Ry, kap = 1.2825e-02 Ry, lam/kap = -0.05118
A0(Tc) = 3.3595e-05 Ry, lam^2/kap = 3.3595e-05 Ry
chi_M0 = 64.6623 1/Ry, chi_M = 182.984 1/Ry
g = 23.4147 1/Ry, Lam = 3.62108e-03 Ry, chi_M*Lam = 0.66260
g from finite differences of F = 23.4127 1/Ry
T->Tc: N^2/(1-T/Tc) = 5.0438 muB^2, O/N = -0.05118, M/(eps N) = 0.66258
T=1.025 Tc: A = 1.3130e-04 Ry, N/(eps H) = 4850.6 1/Ry
T=1.050 Tc: A = 2.6306e-04 Ry, N/(eps H) = 2328.3 1/Ry
10 T: H = 4.2544e-05 Ry; T=1.05 Tc, eps=0.01: N = 9.905e-04 muB
T=0.5 Tc: hN = 0.012638 Ry, N = 1.26384 muB, O = -0.02713 muB
  P0 = 0.13458 muB, chi_par = 16.464 1/Ry, 1-I chi/4 = 0.8354
  dM/deps = 0.16111 muB, finite diff 0.16111, -d<V>/dH = 0.16111
T=0.9 Tc: hN = 0.006825 Ry, N = 0.68248 muB, O = -0.03255 muB
  P0 = 0.14568 muB, chi_par = 53.673 1/Ry, 1-I chi/4 = 0.4633
  dM/deps = 0.31447 muB, finite diff 0.31447, -d<V>/dH = 0.31447
T=0.9 Tc = 0.005885 Ry, eps=0.01: M = 3.1445e-03 muB; Landau value 4.5221e-03 muB
controls (shear, isotropic, ta=tb=0.0025 Ry): max |M|,|O| = 4e-16 muB
T=0.9 Tc: c2 a^2 = 0.03229 Ry bohr^2; Delta(X) = 0.01200 Ry = 163.3 meV
T=0.0002 Ry: hN = 0.013531 Ry, N = 1.35306 muB, gap = 0.01106 Ry
  eps=0.01: |M| = 8e-15 muB, nA-nB = -5.715e-04, Delta(X) = 0.01200 Ry
n=2.04, rigid hN, T=0.00050 Ry: P0 = 0.2593 muB, chi_par = 19.63 1/Ry
n=2.04, rigid hN, T=0.00035 Ry: P0 = 0.2622 muB, chi_par = 19.80 1/Ry
Gaussian exponents = 0.500, 0.100 1/bohr^2, disc radius = 2.40 bohr, grid 24x24
T=0.9 Tc disc dipoles A, B = 0.30628, -0.30628 muB
  x^2-y^2 moments A, B = -4.5497e-05, -4.5497e-05 muB bohr^2
  near Tc: (QA+QB)/N = -1.4545e-04 bohr^2
  single Gaussian 0.125 1/bohr^2: max |Q| = 7e-17 muB bohr^2
every check passed
```
